# How a transducer thickness error enters a thermoreflectance conductivity fit

**Question**

I measure the thermal conductivity of an oxide glass by frequency-domain thermoreflectance. A metal film on the glass is heated by a modulated pump beam, and I fit the phase of the film's temperature between 1 and 20 MHz. The beams are wide, so I treat the heat flow as one-dimensional and the film as isothermal through its thickness. The heat capacities of film and glass are taken as known, and the conductivity of the glass is fitted.

I have now learned that my film is 80 nm thick, while I had put 84 nm into the model. The thickness was 5 percent too large. May I assume that my conductivity is wrong by 5 percent too? And should the quality of the fit not have warned me?

**Answer**

No to both. In the limit you describe, the fitted conductivity is proportional to the square of the assumed thickness. Yours is therefore about 10 percent too high, and the fit with the wrong thickness is as good as the fit with the right one. The factor of two depends on conditions, which the derivation makes visible.

**What the phase measures**

Let $h$ be the film thickness, $C_t$ and $C_s$ the heat capacities per volume of film and substrate, and $k$ the substrate conductivity. All oscillating quantities carry the factor $e^{i\omega t}$. For the moment the interface has no thermal resistance.

In the substrate, at depth $z$, the temperature amplitude $\theta(z)$ obeys

$$k\,\theta''=i\omega C_s\,\theta .$$

The solution that vanishes at great depth is $\theta(z)=\theta_0e^{-\lambda z}$ with $\lambda=\sqrt{i\omega C_s/k}$, taking the root with positive real part. The flux entering the substrate is

$$-k\,\theta'(0)=k\lambda\,\theta_0=\sqrt{i\omega kC_s}\;\theta_0=e\sqrt{i\omega}\;\theta_0,\qquad e=\sqrt{kC_s}.$$

The quantity $e$ is the effusivity. In one dimension, the substrate acts on the film through this combination alone.

The film is isothermal, so the absorbed flux $q$ either heats it or passes into the substrate:

$$q=i\omega C_th\,\theta_0+e\sqrt{i\omega}\,\theta_0 .$$

The ratio of flux to temperature, the surface admittance, is therefore

$$Y=\frac{q}{\theta_0}=i\omega C_th+e\sqrt{i\omega}.$$

The phase lag $\varphi$ of the temperature behind the heating is the argument of $Y$. Since $\sqrt i=(1+i)/\sqrt2$, the real part of $Y$ is $e\sqrt{\omega/2}$ and the imaginary part is $\omega C_th+e\sqrt{\omega/2}$. Their quotient is

$$\tan\varphi=1+\frac{\omega C_th}{e\sqrt{\omega/2}}=1+\frac{\sqrt{2\omega}}{b},\qquad b=\frac{e}{C_th}.$$

The phase contains the three material parameters and the thickness in the single number $b$. At fixed $\omega$ the lag falls steadily as $b$ rises, so the data determine $b$ and nothing else. To obtain a conductivity, you solve $b=\sqrt{kC_s}/(C_th)$ for $k$:

$$k=\frac{b^2(C_th)^2}{C_s}.$$

If you use $s\,h$ in place of $h$, the data still fix the same $b$, and you obtain $s^2k$. The predicted lag is the same at every frequency, which is why the residuals gave no warning. For $s=1+\varepsilon$,

$$s^2-1=2\varepsilon+\varepsilon^2 ,$$

so $\varepsilon=0.05$ gives $+10.25$ percent and $\varepsilon=-0.05$ gives $-9.75$ percent.

For small errors, the logarithm of the formula for $k$ gives

$$\frac{\delta k}{k}=2\,\frac{\delta h}{h}+2\,\frac{\delta C_t}{C_t}-\frac{\delta C_s}{C_s}.$$

If the three errors are independent, their contributions add in quadrature, with the weights 2, 2 and 1. An error in the film's heat capacity does the same harm as one in its thickness, because only the product $C_th$ enters.

**Your numbers**

I take rough typical values for an aluminium film on silica glass: $k=1.4$ W/(m K), $C_s=1.6$ MJ/(m³ K) and $C_t=2.4$ MJ/(m³ K). Then

$$e=\sqrt{1.4\times1.6\times10^6}=1497\ \mathrm{W\,s^{1/2}/(m^2K)},$$

$$C_th=2.4\times10^6\times80\times10^{-9}=0.192\ \mathrm{J/(m^2K)},$$

and $b=e/(C_th)=7795\ \mathrm{s^{-1/2}}$. The lag runs from 55.5° at 1 MHz to 71.8° at 20 MHz.

With 84 nm the film capacity becomes $1.05\times0.192=0.2016$ J/(m² K). The same $b$ then demands an effusivity of $7795\times0.2016\approx1571$ in the same units, and

$$k_{\rm fit}=\frac{1571^2}{1.6\times10^6}\approx1.54\ \mathrm{W/(m\,K)}.$$

As a test, lags were computed by solving the heat equation on a spatial grid with the true 80 nm, and then fitted with the formula for $\varphi$. Fitting with 84 nm gave 1.544 W/(m K), a shift of $+10.25$ percent. Fitting with a thickness 5 percent too small gave 1.264 W/(m K), a shift of $-9.75$ percent.

The frequency range matters for how well $b$ can be found, though without interface resistance it does not affect the factor of two. Put $x=\sqrt{2\omega}/b$, so that $\tan\varphi=1+x$ and $dx/d\ln b=-x$. Then

$$\frac{d\varphi}{d\ln b}=-\frac{x}{1+(1+x)^2}.$$

This vanishes for small $x$, where the film's heat capacity is negligible and the lag is 45° whatever the substrate. It also vanishes for large $x$, where the film absorbs the heat by itself and the lag is 90°. The magnitude is largest where $1+(1+x)^2=2x(1+x)$, that is $x^2=2$, or $\omega=b^2$. For your sample this is 9.7 MHz, inside your range.

**Where the second power comes from**

The effusivity is wrong by only 5 percent. The doubling occurs when a known $C_s$ is used to turn effusivity into conductivity, $k=e^2/C_s$. Suppose that you knew the diffusivity $D=k/C_s$ instead. Then $C_s=k/D$ and

$$e=\sqrt{k\cdot k/D}=k/\sqrt D,\qquad k=e\sqrt D .$$

Now the conductivity follows the first power of $e$, and the same thickness error shifts it by 5 percent. Your expectation would be right for that analysis.

The other ingredient is the missing temperature scale. Replacing $(h,k)$ by $(sh,s^2k)$ turns $e$ into $se$ and hence $Y$ into $sY$. The phase is unchanged, but for a given absorbed flux the temperature amplitude falls by the factor $1/s=0.952$. A measurement with absorbed power and temperature both calibrated to better than this difference could tell the two parameter sets apart. Phase cannot.

**Pulsed measurements**

The same holds for a normalised decay after a short pulse. Let the pulse raise the film to $T_0$ at $t=0$, and let $\hat T(p)$ be the Laplace transform of the film temperature. The substrate flux is $e\sqrt p\,\hat T$, by the calculation above with $i\omega$ replaced by $p$. Energy balance gives

$$C_th\,(p\hat T-T_0)=-e\sqrt p\,\hat T\quad\Rightarrow\quad\frac{\hat T}{T_0}=\frac{1}{p+b\sqrt p}=\frac{1}{\sqrt p\,(\sqrt p+b)} .$$

The corresponding function of time is

$$f(t)=e^{b^2t}\,\mathrm{erfc}(b\sqrt t).$$

To verify this, differentiate: $f'=b^2f-b/\sqrt{\pi t}$, with $f(0)=1$. The transform of $1/\sqrt{\pi t}$ is $1/\sqrt p$, so $p\hat f-1=b^2\hat f-b/\sqrt p$, and

$$\hat f=\frac{1-b/\sqrt p}{p-b^2}=\frac{\sqrt p-b}{\sqrt p\,(\sqrt p-b)(\sqrt p+b)}=\frac{1}{\sqrt p\,(\sqrt p+b)} .$$

Again only $b$ appears. A numerically computed decay between 1 and 500 ns, normalised at its first point and fitted with the thickness 5 percent too large, gave a shift of $+10.26$ percent, which agrees with $s^2-1$ to within the accuracy of the grid.

With a modulated pulse train, the in-phase and out-of-phase signals are both linear in the values of $1/Y$ at a set of frequencies. All of these change by the common factor $1/s$, so the ratio of the two signals is unchanged as well.

**A real interface**

Let the interface have conductance $G$, so that a flux through it causes a temperature drop equal to flux divided by $G$. The resistances add, and with $Y_s=e\sqrt{i\omega}$,

$$Y=i\omega C_th+\frac{1}{1/G+1/Y_s}.$$

If $G$ is fitted together with $k$, the replacement $(h,k,G)\to(sh,s^2k,sG)$ multiplies every term of $Y$ by $s$. The lag is unchanged, the conductivity again comes out as $s^2k$, and $G$ absorbs a 5 percent error of its own.

If $G$ is instead held at its correct value, this freedom is lost. For $|Y_s|\ll G$ one may expand:

$$\frac{Y_s}{1+Y_s/G}\approx Y_s-\frac{Y_s^2}{G}=e\sqrt{i\omega}-\frac{i\omega e^2}{G}.$$

The last term has the form of a negative heat capacity, so

$$Y\approx i\omega\left(C_th-\frac{e^2}{G}\right)+e\sqrt{i\omega}.$$

The phase now fixes $e/(C_th-e^2/G)$. Setting the change of its logarithm to zero, and writing $r=e^2/(GC_th)$, gives

$$d\ln e-\frac{d\ln h-2r\,d\ln e}{1-r}=0 .$$

Multiplying by $1-r$ and collecting terms gives $(1+r)\,d\ln e=d\ln h$. Since $k\propto e^2$ at fixed $C_s$,

$$\frac{d\ln k}{d\ln h}=\frac{2}{1+r}.$$

For the rough value $G=100$ MW/(m² K), $r=0.117$ and this slope is 1.79. A fit with the full expression for $Y$ gives 1.86, and the 5 percent thickness error shifts $k$ by 9.5 percent. The leading-order slope is a little low because $|Y_s|/G$ reaches 0.17 at 20 MHz. With $G$ a hundred times larger, fit and formula agree at 1.9977.

The expansion also shows a difficulty in fitting $k$ and $G$ together. When $|Y_s|\ll G$, both act on the phase through one combined number, so their effects have the same frequency dependence and cannot be separated. One measure is the absolute cosine between the two sets of phase sensitivities, which equals 1 when they are inseparable. Over your frequency range it is 0.97 at $G=100$ MW/(m² K), where the higher orders help, and 0.999997 at the hundredfold value.

**When the rule fails**

The rule requires one-dimensional flow. Consider the opposite case: a tight beam of radius $w$, modulated so slowly that the temperature field is nearly steady. Heat now spreads sideways in the film, whose conductivity is $k_t$. I neglect the film's heat capacity and the interface resistance. For a radial wavenumber $u$, the surface admittance is $k\sqrt{u^2+i\omega C_s/k}+k_thu^2$. The measured temperature is proportional to

$$\int_0^\infty\frac{u\,W(u)\,du}{k\sqrt{u^2+i\omega C_s/k}+k_thu^2}\approx I_0-\frac1k\sqrt{\frac{i\omega C_s}{k}},\qquad I_0=\int_0^\infty\frac{W(u)\,du}{k+k_thu},$$

where $W=e^{-u^2w^2/4}$ for equal Gaussian pump and probe beams. The correction comes from small $u$, where $W\approx1$ and the film term is negligible; there one uses $\int_0^\infty\left(u/\sqrt{u^2+a^2}-1\right)du=-a$. The lag is therefore

$$\varphi\approx\frac{1}{kI_0}\sqrt{\frac{\omega C_s}{2k}}\;\propto\;\frac{k^{-3/2}}{I_0}.$$

Let $g=-\partial\ln I_0/\partial\ln h$, which lies between 0 and 1. Because $I_0$ scales as $1/s$ when $k$ and $h$ are both multiplied by $s$, we have $-\partial\ln I_0/\partial\ln k=1-g$. A fixed lag then requires

$$-\tfrac32\,d\ln k+(1-g)\,d\ln k+g\,d\ln h=0\quad\Rightarrow\quad\frac{d\ln k}{d\ln h}=\frac{g}{g+\tfrac12}<\frac23 .$$

Here the thickness matters through the sheet conductance $k_th$, with $k_t$ held fixed, and no longer through the heat capacity. A multilayer calculation with $w=2$ µm, frequencies from 10 to 100 Hz, $k_t=150$ W/(m K) and $G$ held correct gives a shift of 2.3 percent for the same 5 percent thickness error. The limiting slope, with $g=0.58$ for this beam, would give 2.7 percent. These frequencies are not yet low enough for the limit: at 100 Hz the leading-order formula overestimates the lag by about 60 percent. The error in $k$ can thus be smaller than the error in $h$. The bound of $2/3$ holds only in this nearly steady limit. With the same beam the shift is about $+0.4$ percent for 1 to 10 kHz and about $-12$ percent for 0.1 to 1 MHz, so for a tight beam neither the size nor the sign can be guessed without refitting.

**How close your sample is to the limit**

The same multilayer model, with diffusion inside the film, radial flow and a beam radius of 50 µm, can be applied to your range of 1 to 20 MHz. With $G$ held correct, the thickness error then shifts $k$ by 9.2 percent, against 9.5 percent in the lumped model. The doubling largely survives.

The lumped formula is less safe as a way to obtain $k$ itself. Fitted to multilayer data with the correct thickness and $G$, it returns a conductivity 3.4 percent too high when diffusion inside the film is included, and 4.9 percent too high when radial spreading is added. Both figures assume that $G$ is known. If $G$ is fitted together with $k$ in the lumped formula, the two biases in $k$ become about 12 and 8 percent, and the fitted $G$ is too high by about 90 and 23 percent. All bias figures in this paragraph are for logarithmically spaced frequencies and change with the spacing. With linear spacing, for example, 3.4 and 4.9 percent become about 4.4 and 5.3 percent. Leaving out the interface resistance altogether is worse still for $k$: at $G=100$ MW/(m² K), a lumped fit without it returns a conductivity about 22 percent too high, even if the film is isothermal. A multilayer model that includes the interface is therefore the better choice for the actual fit.

The other effects are smaller for these parameters. At 0.5 mW absorbed power the steady heating is 1.7 K, which shifts $k$ by about 0.4 percent if $kC_s$ rises by roughly 0.25 percent per kelvin and the film's heat capacity stays fixed; a rise of the latter reduces the shift. The thermal penetration depth at 1 MHz is 0.53 µm, so a substrate of ordinary thickness counts as semi-infinite. A surface loss of 10 W/(m² K) is about two millionths of the admittance at 1 MHz. The model leaves out the optical absorption depth and any roughness or extra layer at the interface, and I have not sized those.

For your data, the simplest remedy is to refit with 80 nm. If you need a quick correction and fitted $k$ with the lumped formula, either with negligible interface resistance or together with $G$, divide your conductivity by $1.05^2$. This removes the thickness error, but none of the model biases described above. In a multilayer fit of $k$ and $G$ together the scaling is no longer exact. For these parameters the thickness error shifts $k$ by about 9.3 percent and $G$ by about 1 percent, so the division would overcorrect $k$ by about 0.8 percent. The numerical output below lists most of the values used here.

## Calculated quantities

```
true / assumed film thickness: 80.0 / 84.0 nm
film heat capacity Ct: 2.40 MJ/(m^3 K)
film conductivity kt: 150 W/(m K)
substrate heat capacity Cs: 1.60 MJ/(m^3 K)
true substrate conductivity k: 1.400 W/(m K)
interface conductance G: 100 MW/(m^2 K)
modulation range: 1 to 20 MHz
film areal heat capacity Ct*h: 0.1920 J/(m^2 K)
substrate effusivity e: 1496.7 W s^0.5/(m^2 K)
rate parameter b = e/(Ct*h): 7795.1 s^-0.5
crossover frequency b^2/(2 pi): 9.67 MHz
lag at lowest / highest frequency, no interface resistance: 55.50 / 71.76 deg
largest lag error, formula vs heat equation: 7.8e-06 rad
same with finite G: 4.5e-06 rad
-- phase fits, no interface resistance --
k, correct thickness: 1.4001 W/(m K)
k, thickness +5%: 1.5436 W/(m K), shift +10.25 %
k, thickness -5%: 1.2636 W/(m K), shift -9.75 %
effusivity shift, thickness +5%: +5.00 %
k shift, thickness +5%, diffusivity known: +5.00 %
k shift, correct thickness, Cs +5%: -4.76 %
-- pulse decay, 1 to 500 ns --
largest decay error, formula vs eigenmodes: 1.5e-05
k shift from normalised decay, thickness +5%: +10.26 %
-- finite interface conductance --
lag change for scaled set (s h, s^2 k, s G): 5.2e-07 rad
amplitude ratio scaled/true: 0.9524
r = e^2/(G Ct h): 0.1167
|Ys|/G at highest frequency: 0.168
k shift, thickness +5%, G held correct: +9.51 %
slope dlnk/dlnh, G held: fit 1.862, leading order 1.791
same at G = 10000 MW/(m^2 K): fit 1.99768, leading order 1.99767
overlap of k and G sensitivities (1 = inseparable): 0.9675
same at G = 10000 MW/(m^2 K): 0.999997
largest deviation there from ratio -2r: 1.07 %
-- multilayer model with beams, G held correct, thickness +5% --
k shift, 50 um radius, 1-20 MHz: +9.15 %
k shift, 2 um radius, 10-100 Hz: +2.30 %
-- neglected effects, correct thickness --
k bias of lumped fit, diffusion inside film: +3.43 %
k bias of lumped fit, with radial spreading too: +4.89 %
steady heating at 0.5 mW absorbed: 1.71 K
k bias from heating at rough 0.25 %/K: 0.43 %
deepest thermal penetration (1 MHz): 0.528 um
surface loss / admittance at 1 MHz, loss 10 W/(m^2 K): 2.1e-06
```
